Fluorocarbon C 1s Fitting with Tougaard Losses and Posterior Sampling

A synthetic C 1s spectrum of a fluorocarbon film contains 40000 elastically emitted carbon photoelectrons. If it is fitted with five Gaussian peaks on a flat baseline, the ratio of fluorine to carbon comes out too high by 0.029. The counting uncertainty of that ratio, found with a better model below, is 0.0079. The simple fit is therefore wrong by nearly four standard deviations, although its peaks have the right shape and the spectrum used for this comparison has no noise. The missing ingredient is the energy that electrons lose on their way out of the film. The size and sign of the error depend on the baseline chosen and on the assumed losses at a few eV, as shown below.

**The spectrum and the simple fit**

The peaks belong to carbon atoms with different fluorine neighbours. Their nominal binding energies are 285.0 eV for C-C, 287.2 eV for C-CFx (carbon without fluorine, next to fluorinated carbon), 289.4 eV for CF, 291.8 eV for CF2 and 294.0 eV for CF3. The numbers of fluorine atoms per carbon are n = 0, 0, 1, 2, 3. If A_k is the elastic area of peak k in counts, and all carbons have equal photoemission sensitivity, then

R = F/C = Σ n_k A_k / S,  S = Σ A_k.

This counts fluorine bonded to carbon, each atom once. The example has carbon fractions 0.10, 0.27, 0.24, 0.25 and 0.14, so

R = 0.24 + 2(0.25) + 3(0.14) = 1.16.

The window runs from 280 to 300 eV in 201 channels of width h = 0.1 eV. The common full width at half maximum is 1.85 eV, and the baseline is 100 counts per channel. The actual peaks are displaced slightly from their nominal positions, to 285.12, 287.38, 289.44, 291.97 and 294.21 eV.

An electron that loses energy T has less kinetic energy and is recorded at a binding energy higher by T. Each peak thus has a tail on its high-energy side, where the more fluorinated components lie. A flat baseline cannot follow this rise, which is a natural reading of the positive error in R. The refit also changes widths and positions, so the error is not simply the tail area under the CF2 and CF3 peaks. The flat baseline is the crudest choice, and its misfit is plain: about 390 in −2 ln L over the 201 noise-free channels. A straight baseline with free slope gives an error of only −0.006, and a Shirley-type step of free height gives −0.026, so the usual empirical baselines differ from one another by more than the counting uncertainty.

**A tail for every peak**

Let λ be the inelastic mean free path, and let an electron travel a path tλ to the surface. With straight paths and independent losses, the number of losses is Poisson distributed:

P_n(t) = e^(−t) t^n / n!.

In a thick, uniform film, emission is uniform in t. The total weight of electrons with n losses is I_n = ∫₀^∞ P_n(t) dt. Integration by parts gives

I_n = [−e^(−t) t^n/n!]₀^∞ + ∫₀^∞ e^(−t) t^(n−1)/(n−1)! dt = I_(n−1),  n ≥ 1.

Since I₀ = 1, every loss order has unit weight. Let F(E) be the elastic spectrum and κ(T) the probability density for the energy lost in one event. Each further loss is one more convolution with κ, so the emitted spectrum is

J = F + κ*F + κ*κ*F + … .

Convolving this series once more with κ reproduces all its terms except the first. Hence κ*J = J − F, or

F = J − κ*J.

This is Tougaard's relation, for a uniform thick source and for λ and κ constant across the window.

For polymers a three-parameter form is useful:

κ(T) = B T / [(C − T²)² + D T²].

The example uses C = 550 eV² and D = 440 eV². The constant B follows from unit total probability. With u = T², so that T dT = du/2,

1/B = ½ ∫₀^∞ du / [u² + (D − 2C)u + C²].

Completing the square with v = u + D/2 − C turns the denominator into v² + q², where

q² = C² − (D/2 − C)² = CD − D²/4.

The lower limit is v = D/2 − C. For 4C > D, q is real and

1/B = [π/2 + arctan((C − D/2)/q)] / (2q).

Here q² = 242000 − 48400 = 193600 eV⁴, so q = 440 eV² and the arctangent has argument 330/440 = 0.75. This gives B = 880/(1.5708 + 0.6435) = 397.4 eV².

For small losses κ ≈ BT/C², so the tail starts from zero and rises linearly. It is weak under its own peak and stronger several eV away, under other peaks. Summed over losses up to 15 eV, the tail of a sharp line holds 0.189 of the elastic intensity. A Monte Carlo calculation that follows two million electrons with random depths, collision numbers and losses gives 0.190.

**Why the background is not subtracted first**

One could apply F = J − κ*J to the measured counts and fit peaks to the result. But subtraction lowers the mean of a channel and leaves its noise almost unchanged. The corrected values would no longer be Poisson numbers, whose variance equals their mean, and a fit that treated them so would use the wrong weights, mostly beyond the CF3 peak (in this example the loss tail is 6% of the counts at the CF3 maximum and a third of them at 298 eV). It is simpler to put the losses into the prediction and leave the data alone.

On the grid, let f_k,i be the fraction of the area of peak k that falls in channel i: h times a normalized Gaussian. The loss matrix is K_ij = hκ(E_i − E_j) for i > j and zero otherwise; its diagonal vanishes because κ(0) = 0. A factor β allows for an uncertain loss strength within the window. With F_i = Σ A_k f_k,i, the loss equation is J = F + βKJ, so the expected counts are

μ = b + (I − βK)⁻¹ Σ A_k f_k.

The flat term b represents electrons from levels of higher kinetic energy, with their own losses already included. Because K is strictly lower triangular, the inverse is the finite series I + βK + β²K² + … . Three loss orders suffice here: the largest omitted contribution is about 7×10⁻⁵ counts in a channel.

The areas enter linearly. Positions, width and β do not. There are thirteen parameters: five areas, a common energy shift, four changes of separation from the C-C peak, a common width, β and b.

**From counts to a posterior**

Independent channels with counts d_i have probability Π e^(−μ_i) μ_i^(d_i)/d_i!. Taking the logarithm, dropping terms without parameters and adding Gaussian priors with means m_a and standard deviations s_a gives

ln p = Σ_i (d_i ln μ_i − μ_i) − ½ Σ_a (θ_a − m_a)²/s_a².

The areas and b have flat priors on positive values and do not appear in the second sum. A flat prior on the areas is also flat in the carbon fractions, since changing variables to S and the fractions produces a factor S⁴ that depends on S alone. The other priors are 0 ± 0.2 eV for the shift, 0 ± 0.1 eV for each separation change, 1.9 ± 0.2 eV for the width and 1.00 ± 0.15 for β. The value of β used to make the data is 0.92.

Differentiating the data term twice gives

∂_a∂_b ln L = −Σ_i (d_i/μ_i²) ∂_aμ_i ∂_bμ_i + Σ_i (d_i/μ_i − 1) ∂_a∂_bμ_i.

On average d_i = μ_i, so the second sum vanishes and the first loses one power of μ_i. Changing the sign and adding the prior precision gives the information matrix

H_ab = Σ_i (1/μ_i) ∂_aμ_i ∂_bμ_i + δ_ab/s_a²,

with 1/s_a² = 0 for a flat prior. If g is the gradient of ln p, the step H⁻¹g moves towards the maximum; it is halved whenever it would lower ln p. At the maximum, H⁻¹ is the Gaussian approximation to the parameter covariance.

**What overlap does to the areas**

Consider first two Gaussians of equal known width σ, separated by Δ, in uniform noise. Their normalized overlap follows from

x² + (x − Δ)² = 2(x − Δ/2)² + Δ²/2.

Dividing by 2σ² and integrating the exponential, then dividing by the same integral at Δ = 0, leaves

O = exp(−Δ²/4σ²).

The information matrix of the two areas is proportional to [[1, O], [O, 1]]. Its inverse is proportional to [[1, −O], [−O, 1]], so the area errors have correlation −O. Counts given to one peak are taken from the other. For Δ = 2.2 eV and σ = 1.85/2.355 = 0.786 eV, this is −0.141. Least-squares fits to 20000 sets of random noise give −0.134.

In the real fit the peaks also share uncertain parameters. Collect these in η and write the quadratic form near the maximum as

Q = δAᵀH_AA δA + 2δAᵀH_Aη δη + δηᵀH_ηη δη.

For given δA the minimum over δη is at δη = −H_ηη⁻¹H_ηA δA. Substitution leaves δAᵀM δA with

M = H_AA − H_Aη H_ηη⁻¹ H_ηA.

In the Gaussian approximation, integrating over η gives the same M, and M⁻¹ is the area covariance. For two areas and one shared parameter, M₁₂ = H₁₂ − H₁ηH₂η/H_ηη, and the correlation has the sign of −M₁₂. Overlap makes H₁₂ positive and the correlation negative. A shared parameter that couples to both areas with the same sign works against this and can reverse it.

The example shows both signs. C-CFx and CF have correlation −0.21, the largest in size. CF2 and CF3 have −0.09, but CF and CF2 have +0.06. The information matrix at the true parameters shows one influence on the last pair: with the separation priors tightened to 0.001 eV its correlation is −0.03, and with 0.1 eV it is +0.05. Freedom in the separations thus changes the sign here, with the other priors held fixed. A rule that neighbouring peaks must be anticorrelated would fail.

**Carrying the correlations into F/C**

The derivative of R follows from the quotient rule:

∂R/∂A_k = n_k/S − (Σ n_jA_j)/S² = (n_k − R)/S.

To first order in the area errors,

Var R = Σ_jk (n_j − R)(n_k − R) Cov(A_j, A_k) / S².

Since Σ(n_k − R)A_k = 0, an error that scales all areas together drops out. An exchange between C-C and C-CFx also leaves R unchanged, because both have n = 0. With R = 1.16 the factors n_k − R are −1.16, −1.16, −0.16, 0.84 and 1.84. A negative correlation reduces Var R when its two factors have the same sign and increases it when they differ.

A useful limit is that of separate peaks without background. The areas are then independent Poisson numbers with variances A_k, and

Var R = Σ (n_k − R)² A_k/S² = (⟨n²⟩ − R²)/S,

where the average is over carbon atoms. Here ⟨n²⟩ = 0.24 + 4(0.25) + 9(0.14) = 2.50, so

σ_R = √[(2.50 − 1.3456)/40000] = 0.0054.

The complete problem gives 0.0079. Overlap, background and uncertain shared parameters together raise the uncertainty by a factor of about 1.5. Dropping the off-diagonal covariances gives 0.0083, about 5% too large. The correlations matter little for R in this spectrum; their net effect is to lower its uncertainty slightly.

**Sampling the posterior**

The covariance formula assumes small errors and a nearly Gaussian posterior. It becomes poor when a weak component has an area less than about two standard deviations above zero, because the Gaussian then gives noticeable weight to negative areas. Samples need no such assumption: R is calculated for each one, with all parameters varying together.

The Metropolis method proposes θ′ from θ with a symmetric probability and accepts it with probability min(1, p(θ′)/p(θ)). The flow from θ to θ′ is then proportional to

p(θ) min(1, p(θ′)/p(θ)) = min(p(θ), p(θ′)).

This is symmetric in the two points, so the posterior is left unchanged by the moves. The proposal should follow the narrow and wide directions of the posterior. With LLᵀ = H⁻¹ and z a vector of independent unit normal numbers,

θ′ = θ + (2.38/√13) L z.

The complete scheme is as follows.

1. Build the expected counts from the peaks, their loss tails and b.
2. Find the posterior maximum and H⁻¹.
3. Start several chains from points spread around the maximum, and discard their early part.
4. Calculate R from the areas of every retained sample, and read off its mean, standard deviation and interval.
5. Compare the chains with one another before using the result.

Here 48 chains kept 2500 steps each after discarding 500, and about 26% of proposals were accepted. Successive states are correlated. If W is the mean variance of R within a chain and V the variance of the chain means, the number of effectively independent samples is about 48W/V, here 3100. The sampling error of the mean is then 0.0079/√3100 ≈ 0.00014, far below the posterior width.

For one Poisson-distributed spectrum the result is

F/C = 1.160 ± 0.008, with 95% interval 1.145 to 1.176.

The fluorine fraction among F and C atoms is x = R/(1 + R), with δx = δR/(1 + R)², which gives 53.7 ± 0.2 atomic %. A second integration of the same posterior, using 40000 weighted draws from a Student distribution, gives F/C = 1.1605 ± 0.0079.

The carbon fractions in per cent are 10.4 ± 0.3, 26.4 ± 0.4, 24.2 ± 0.3, 25.2 ± 0.3 and 13.8 ± 0.3. The first two miss their true values by about 1.6 and 1.7 standard deviations in opposite directions. As far as this is an exchange between the two, it leaves R unchanged, since neither component carries fluorine. The remaining errors, in the three fluorinated fractions, happen to cancel almost completely in R for this spectrum. The interval for R is also nearly the Gaussian one, mean ± 1.96 standard deviations, so at this count level sampling confirms the linear formula more than it corrects it.

Does the stated error describe actual errors? In 200 further synthetic spectra the shift, separations, width and β were drawn from their priors, with areas and baseline fixed. The error of R at the posterior maximum, divided by its predicted standard deviation, had a root-mean-square value of 0.985. With diagonal covariances it was 0.939. For 200 trials this number is itself uncertain by about 0.05, so the trials support the size of the error bar but do not by themselves separate the two formulas.

**What the error bar leaves out**

The posterior is conditional on its model. To size some omissions, noise-free spectra containing each effect were fitted with the unchanged model. The shifts of F/C below are relative to the noise-free fit without the effect.

The largest comes from contamination. For emission along the surface normal, a hydrocarbon layer 0.3 nm thick, with λ = 3 nm, has thickness a = 0.1 in units of λ. At an angle θ from the normal the path is longer by 1/cos θ, and the effect is larger. If its carbon density equals that of the film, the film supplies a fraction e^(−a) of the elastic carbon signal and the layer supplies the rest as C-C. The apparent ratio is then

R e^(−a) = 1.16 × 0.905 = 1.05,

a shift of −0.11. The full refit gives −0.112, or 14 posterior standard deviations. The fit has no means of knowing that some of the C-C carbon is not part of the film.

Making the C-CFx peak 15% wider than the others shifts R by +0.023; the same change in C-C, CF, CF2 or CF3 gives +0.008, −0.008, −0.004 or −0.020. Removing losses below 6 eV, as an energy gap might, gives −0.010, and removing them below 8 eV gives −0.017. For these two spectra the error of the flat-baseline fit falls to +0.015 and +0.004, so for a wide-gap film the loss model is better only if κ is right at small T. If 3% of the carbon is bonded to oxygen and appears at 288 eV, the shift is +0.009 relative to an F/C that counts this carbon. A baseline falling by 1% per eV gives −0.003. An escape depth proportional to the 0.75 power of kinetic energy, estimated directly for 1486.6 eV photons, gives −0.002. A lifetime width of 0.1 eV changes R by 0.0001.

A film 10 nm thick instead of infinite changes it by −0.0002. With τ = 10/3, again for normal emission, the single-loss weight relative to the elastic one falls to [1 − (1 + τ)e^(−τ)]/(1 − e^(−τ)) = 0.88. The free β absorbs most of this reduction: its fitted value falls from 0.93 to 0.82, and with β held at 0.92 the shift is −0.003.

These parameters are meant for a plasma-deposited fluorocarbon film measured with Al K-alpha light. The peak positions, widths, escape depth and loss constants are rough typical values, and an F/C near 1.2 is plausible for such films; the composition and count level are chosen. A film carried through air often breaks the assumption of a clean surface, and the 0.3 nm layer shows how far that can move the number. X-ray damage, differential charging and lateral nonuniformity are not sized here.

More counting time reduces the statistical part of the error but does not remove these shifts. With σ_R already below 0.01, a longer scan gains little if the surface carries such a layer or the peak widths differ as much as assumed above. A cleaner surface removes the first error. A justified prior for separate peak widths would move part of the second into the posterior, at the price of a larger σ_R: with a 10% prior on each width the shift falls from +0.023 to +0.005 and σ_R rises from 0.008 to 0.012.
